# Fowler's near-threshold square law for photoemission from metal into silica

A metal gate on silica is illuminated with photons whose energy exceeds the emission threshold by 0.005 hartree, and then by 0.010 hartree. In the model worked out here, with every electron that can classically cross the barrier counted as emitted, the number of electrons emitted per absorbed photon rises from $1.147\times10^{-5}$ to $4.379\times10^{-5}$. Twice the excess energy gives 3.82 times the yield, close to four and far from two. The factor of four has two equal causes: twice as wide a band of electrons can reach the barrier top, and on average each of them has twice as wide a choice of directions. The remaining difference between 3.82 and 4 also has an identifiable origin.

Hartree atomic units are used. The metal is a free-electron gas of mass 1 at zero temperature, with its band bottom at energy zero and Fermi energy $\mu=0.4$. Silica occupies $x>0$ and has conduction mass $m=0.5$. Without field or image force its conduction edge lies $\phi_0=0.12$ above the Fermi energy. These are round model parameters, not those of a named metal.

An electron at distance $x$ from the metal is attracted by an image charge at distance $2x$. In a medium of permittivity $\varepsilon$ the force is $1/[\varepsilon(2x)^2]$, and the work needed to carry the electron from $x$ to infinity is

$$
\int_x^\infty\frac{dx'}{4\varepsilon x'^2}=\frac{1}{4\varepsilon x}.
$$

The image energy is minus this work. The optical permittivity, $\varepsilon=2.1$, is used on the assumption that the electron leaves too quickly for the lattice to respond. A field of strength $F$ that pulls electrons into the oxide adds $-Fx$, so the barrier is

$$
U(x)=\mu+\phi_0-\frac{1}{4\varepsilon x}-Fx .
$$

Its top lies where $U'=1/(4\varepsilon x^2)-F=0$, that is, at $x_m=1/(2\sqrt{\varepsilon F})$. There the image term and the field term each equal $\tfrac12\sqrt{F/\varepsilon}$, and together they lower the barrier by $\sqrt{F/\varepsilon}$. The threshold $\Phi$ and the barrier top $V$, measured from the band bottom, are therefore

$$
\Phi=\phi_0-\sqrt{F/\varepsilon},\qquad V=\mu+\Phi .
$$

For $F=2\times10^{-4}$, about 1.03 MV/cm, the top lies 24.4 bohr from the metal and the lowering is 0.00976 hartree. Hence $\Phi=0.11024$ hartree, or 3.000 eV, and $V=0.51024$ hartree. The threshold seen in photoemission is thus the barrier at the applied field; $\phi_0$ follows by adding back $\sqrt{F/\varepsilon}$.

A photon of energy $\omega$ lifts an electron from an occupied state at $E-\omega<\mu$ to an empty state at $E>\mu$. The excited electrons therefore occupy the interval $\mu<E<\mu+\omega$. The free-electron density of states grows as the square root of energy. With a constant transition strength, and no restriction linking the initial and final directions, the energy distribution per absorbed photon is

$$
P(E)=\frac{\sqrt{E(E-\omega)}}{N(\omega)},\qquad
N(\omega)=\int_\mu^{\mu+\omega}\sqrt{E(E-\omega)}\,dE .
$$

This form requires $\omega<\mu$, so that all initial energies are positive, which holds here. With a classical barrier, an excited electron can contribute if $E>V$. The upper edge of the distribution lies above $V$ by

$$
\mu+\omega-V=\omega-\Phi\equiv\Delta .
$$

The useful band thus has width $\Delta$. Near threshold $P$ hardly varies across it and can be replaced by its edge value $P_0=\sqrt{\mu(\mu+\Phi)}/N(\Phi)$, which is 10.344 per hartree.

The second power of $\Delta$ comes from the directions. Write $E=V+s$ with $0<s<\Delta$, and let $c=\cos\theta$, where $\theta$ is the angle between the electron's velocity in the metal and the interface normal. The kinetic energy in the metal is $E=k^2/2$, so the parallel momentum satisfies $k_\parallel^2=2E(1-c^2)$. At a flat interface $k_\parallel$ is conserved. In the oxide the parallel motion then carries energy $k_\parallel^2/(2m)=E(1-c^2)/m$, which cannot help the electron over the barrier. The normal energy measured from the barrier top is

$$
w=E-\frac{k_\parallel^2}{2m}-V=s-\frac{E(1-c^2)}{m}.
$$

A classical electron passes if $w>0$, which means $1-c^2<ms/E$. The smallest allowed cosine is

$$
c_{\min}=\sqrt{1-\frac{ms}{E}}\approx1-\frac{ms}{2V},
$$

where the square root has been expanded and $E=V+s$ replaced by $V$, both to leading order in $s/V$. The excited electrons are taken to start in random directions. The fraction of the full sphere between $c$ and $c+dc$ is $2\pi\,dc/(4\pi)=dc/2$, so the escaping fraction is

$$
\frac{1-c_{\min}}{2}\approx\frac{ms}{4V}.
$$

At $s=0.001$ hartree this gives $0.5\times0.001/(4\times0.51024)=2.450\times10^{-4}$. A direct count of directions satisfying the energy condition gives $2.445\times10^{-4}$. The formula is high by 0.2 per cent of the count, the size of the neglected $s/V$. The oxide mass appears because a light electron needs more energy for the same parallel momentum. A smaller $m$ therefore narrows the cone without moving the threshold. Raising $m$ from 0.5 to 1 doubles the calculated yield near threshold.

Electrons must also reach the oxide. Let $z$ be the distance from the interface at which the photon is absorbed, $d$ the gate thickness, $a$ the absorption coefficient and $\lambda$ the electron mean free path. Light enters at the outer face, $z=d$, so the absorption density is proportional to $e^{-a(d-z)}$, hence to $e^{az}$. Internal reflections of the light are neglected. Electrons that start away from the oxide are counted as lost, although the outer face could send some of them back. Normalized to one absorbed photon, the density is $ae^{az}/(e^{ad}-1)$. An electron moving towards the oxide travels a distance $z/c$, and any scattered electron is counted as lost. Its arrival probability, averaged over depth, is

$$
A(c)=\frac{a}{e^{ad}-1}\int_0^d e^{az-z/(\lambda c)}dz
=\frac{a}{e^{ad}-1}\,\frac{1-e^{-bd}}{b},\qquad b=\frac{1}{\lambda c}-a .
$$

Close to threshold the cone is narrow and $A(c)$ may be replaced by $A_0=A(1)$. With $\lambda=100$, $d=200$ and $1/a=250$ bohr, we have $ad=0.8$, $b=0.006$ and $bd=1.2$. Then $A_0=(0.004/1.2255)\times(0.6988/0.006)=0.380$. Scattering reduces the yield but leaves its power of $\Delta$ unchanged, as long as $\lambda$ varies smoothly with energy.

Before any near-threshold approximation, the classical yield per absorbed photon is

$$
Y=\int_V^{\mu+\omega}dE\,P(E)\,\frac12\int_{c_{\min}(E)}^1A(c)\,dc .
$$

Inserting $P_0$, $A_0$ and the leading cone fraction, and using $s=E-V$ as the variable, gives

$$
Y\approx A_0P_0\frac{m}{4V}\int_0^\Delta s\,ds
=\frac{A_0P_0\,m}{8V}(\omega-\Phi)^2\qquad(\omega>\Phi).
$$

For $\omega<\Phi$ the classical yield vanishes, because no electron reaches the barrier top. This is Fowler's square law. The photon energy has been added to the total energy of the electron, not to its normal energy; the random directions and the escape cone do the rest. If the yield is counted per incident photon, it is multiplied by the fraction of light absorbed in the gate. That changes the prefactor but not the leading power, provided the fraction is smooth and nonzero at threshold.

The prefactor is $0.3801\times10.344\times0.5/(8\times0.51024)=0.482$ per hartree squared. At $\Delta=0.010$ hartree the law predicts $4.82\times10^{-5}$, whereas the full integral gives $4.38\times10^{-5}$, a ratio of 0.909. At 0.002 hartree the ratio is 0.980, and at 0.020 hartree it is 0.832. The approach to the square is clear at very small excess: between 0.0001 and 0.0002 hartree the power obtained from the full integral is 1.9986.

Most of the deviation comes from the normalization $N(\omega)$. To see this, put $E=\mu+\omega/2+t$, with $-\omega/2<t<\omega/2$. Then $E-\omega=\mu-\omega/2+t$, and the product of the two energies is $(\mu+t)^2-\omega^2/4$. Expanding the root for small $\omega/\mu$ gives

$$
N(\omega)\approx\int_{-\omega/2}^{\omega/2}\left[\mu+t-\frac{\omega^2}{8\mu}\right]dt
=\mu\omega\left(1-\frac{\omega^2}{8\mu^2}\right).
$$

The term linear in $t$ integrates to zero. At threshold the correction in brackets is about one per cent, so $N$ is nearly proportional to $\omega$. A more energetic photon can excite electrons from a deeper band, and a smaller share of the excitations then lies in a given energy interval at the top. This multiplies the square law by about $\Phi/\omega$. At $\Delta=0.010$ hartree the factor is $0.11024/0.12024=0.917$, against the full ratio of 0.909. The opening example is explained in the same way: $4\times0.11524/0.12024=3.83$, close to the calculated 3.82.

The same factor matters when a threshold is read from a plot. To this accuracy $\sqrt Y$ is proportional to

$$
g(\omega)=\frac{\omega-\Phi}{\sqrt\omega}=\sqrt\omega-\frac{\Phi}{\sqrt\omega},
\qquad
g'(\omega)=\frac{\omega+\Phi}{2\omega^{3/2}} .
$$

The second derivative, $-\tfrac14\omega^{-3/2}-\tfrac34\Phi\omega^{-5/2}$, is negative, so the curve bends downwards and its tangents cross zero below $\Phi$. A tangent at excess $\Delta_1$, where $\omega_1=\Phi+\Delta_1$, crosses zero at $\omega_1-g/g'$. Its displacement from the true threshold is

$$
\Delta_1-\frac{2\omega_1\Delta_1}{\omega_1+\Phi}
=\Delta_1\,\frac{\Phi-\omega_1}{\omega_1+\Phi}
=-\frac{\Delta_1^2}{2\Phi+\Delta_1}.
$$

For $\Delta_1=0.0125$ hartree, the middle of the fitted range from 0.005 to 0.020 hartree, this estimate is $-0.67$ millihartree. The straight-line fit to $\sqrt Y$ from the full integral gives $-0.62$ millihartree, or about $-0.017$ eV. The closeness of the two numbers is partly accidental. A least-squares line is not a tangent: fitted to $g$ itself over the same range it gives $-0.56$ millihartree, and the remaining $-0.06$ comes from the smaller corrections not contained in $\Phi/\omega$. Plotting $\sqrt{\omega Y}$ removes the leading curvature and reduces the error to $-0.055$ millihartree. This choice of plot follows from the excitation model; another energy dependence of the excitation density would call for another weight. Both errors are for the classical yield. A transmission that rises with energy, as for the complete image barrier below, shifts the intercept upwards and can make the weighted plot the less accurate of the two.

So far every electron with $w>0$ has been transmitted. Quantum mechanics replaces this sharp condition by a transmission probability $T(w)$. At fixed $E$, differentiating the expression for $w$ gives $dw=(2Ec/m)\,dc$, so near threshold $dc/2\approx m\,dw/(4V)$. Suppose that $T$ depends on $w$ alone, which neglects the small variation of the normal speed in the metal across the cone. Suppose also that reflected electrons are lost. Then

$$
Y\approx A_0P_0\frac{m}{4V}J(\Delta),\qquad
J(\Delta)=\int_{-\infty}^{\Delta}ds\int_{-\infty}^{s}T(w)\,dw .
$$

Negative $s$ and $w$ now describe tunnelling, and the lower limits may be extended to minus infinity because $T$ falls rapidly there. For fixed $w$, the variable $s$ runs from $w$ to $\Delta$, so exchanging the order of integration gives

$$
J(\Delta)=\int_{-\infty}^{\Delta}(\Delta-w)T(w)\,dw .
$$

If $T$ is a constant $\tau$ above the top and zero below it, $J=\tau\Delta^2/2$. Partial reflection then changes the prefactor and leaves the square intact.

An abrupt step behaves differently. Let $v_M=\sqrt{2(V+w)}$ and $v_O=\sqrt{2w/m}$ be the normal speeds in metal and oxide. For an incident wave of amplitude one, reflected amplitude $r$ and transmitted amplitude $t$, continuity of the wavefunction gives $1+r=t$. Continuity of its derivative divided by the mass gives $v_M(1-r)=v_Ot$. Eliminating $r$ yields $t=2v_M/(v_M+v_O)$, and the ratio of transmitted to incident flux is

$$
T=\frac{v_O}{v_M}t^2=\frac{4v_Mv_O}{(v_M+v_O)^2}.
$$

As $w\to0$ this becomes $4v_O/v_M\propto\sqrt w$. The yield then follows

$$
\int_0^\Delta(\Delta-w)\sqrt w\,dw
=\left(\frac23-\frac25\right)\Delta^{5/2}=\frac{4}{15}\Delta^{5/2}.
$$

The power is five halves, not two. The numerical threshold limit is 2.4999. Between 0.01 and 0.02 hartree it is 2.372, because $v_O$ is no longer negligible beside $v_M$ in the denominator. The square law therefore needs a barrier whose transmission rises quickly to a nearly constant value.

The image force and the field provide a rounded top. Its curvature is $U''(x_m)=-1/(2\varepsilon x_m^3)=-4\varepsilon^{1/2}F^{3/2}$. Setting this equal to $-m\Omega^2$ gives

$$
\Omega=\frac{2\varepsilon^{1/4}F^{3/4}}{\sqrt m}.
$$

Near the top, $U\approx V-\tfrac12m\Omega^2(x-x_m)^2$. With $\xi=\sqrt{m\Omega}\,(x-x_m)$ and $e=w/\Omega$, the Schrödinger equation for this parabola is

$$
\frac{d^2\psi}{d\xi^2}+(\xi^2+2e)\psi=0 .
$$

Far to the right, the transmitted wave is $t\,\xi^{ie-1/2}e^{i\xi^2/2}$. The solution has no singularity at finite $\xi$, so it can be followed to the far left along a large semicircle in the upper half of the complex plane. In the second half of that path, $e^{i\xi^2/2}$ is the growing exponential, and its coefficient is unaffected by any decaying part that appears. On the left this exponential describes motion away from the barrier, so it is the reflected wave. Since $\xi$ has acquired the factor $e^{i\pi}$, the reflected amplitude is

$$
r=t\,(e^{i\pi})^{ie-1/2}=-i\,t\,e^{-\pi e}.
$$

Flux conservation, $|r|^2+|t|^2=1$, then gives

$$
T=|t|^2=\frac{1}{1+e^{-2\pi e}}=\frac{1}{1+e^{-w/w_0}},\qquad
w_0=\frac{\Omega}{2\pi}.
$$

To find the yield, let $x=\Delta/w_0$ and $J=w_0^2K(x)$. Differentiating $J$ twice with respect to $\Delta$ returns $T(\Delta)$, so $K''=1/(1+e^{-x})$. Integrating from minus infinity, where $K$ and $K'$ vanish, gives $K'=\ln(1+e^x)$ and

$$
K(x)=\int_{-\infty}^{x}\ln(1+e^u)\,du .
$$

The part below $u=0$ follows from the series of the logarithm and equals $\sum_{n\ge1}(-1)^{n+1}/n^2=\pi^2/12$. For positive $u$, write $\ln(1+e^u)=u+\ln(1+e^{-u})$. For $x>0$ this gives

$$
K(x)=\frac{x^2}{2}+\frac{\pi^2}{6}-\sum_{n=1}^{\infty}\frac{(-1)^{n+1}e^{-nx}}{n^2}.
$$

Far above threshold the first term wins and the square law returns. Far below it $K\approx e^x$, an exponential tunnelling tail in place of a sharp onset. This decay rate belongs to the parabola; several $w_0$ below the top the image barrier departs from it and its transmission falls faster. Here $w_0=0.911$ millihartree, about 0.025 eV. At $\Delta=0.010$ hartree, $x=11.0$ and the relative excess over the square is $(\pi^2/6)/(x^2/2)=0.027$, in agreement with the calculated ratio of 1.0273.

The complete image barrier is less simple than its parabolic top. The Schrödinger equation was integrated for normal incidence, with the image potential continued inwards until it meets the metal band bottom. This gives $T=0.219$ at $w=0$, where the parabola gives one half. At $w=0.005$, 0.010 and 0.020 hartree, $T$ is 0.807, 0.835 and 0.869, whereas the parabola is already above 0.99 at the first of these. Above the top, the missing transmission is lost mainly to reflection within the last two bohr or so, where the image potential steepens towards the metal. At $w=0$ part of the deficit also reflects the limits of the parabola itself: its length scale $1/\sqrt{m\Omega}\approx18.7$ bohr is comparable to $x_m=24.4$ bohr, so the wave samples the barrier well beyond the region where it is parabolic. The mass change is not the cause: with the oxide mass on both sides, the transmission at these energies would be lower still. The continuation to such short distances is itself a model.

This slow rise affects the apparent power. Substituting $w'=2w$ in the integral for $J(2\Delta)$ gives

$$
J(2\Delta)=4\int_{-\infty}^{\Delta}(\Delta-w)T(2w)\,dw .
$$

Above the top, a rising $T$ makes $T(2w)$ larger than $T(w)$ and pushes the ratio $J(2\Delta)/J(\Delta)$ above four; the tunnelling tail acts the other way. For the image barrier the net power between 0.01 and 0.02 hartree is 2.127. The classical full yield over the same range grows by $1.604\times10^{-4}/4.379\times10^{-5}=3.66$, a power of 1.87. If the two effects are simply multiplied, the powers' deviations from two nearly cancel. That is an accident of these parameters, and it shows that an observed power near two does not by itself establish a constant transmission or a constant excitation density.

The law therefore belongs to the window $w_0\ll\Delta\ll\Phi$, with $T$ nearly constant across it. In the example $\Delta=0.010$ hartree is about eleven times $w_0$ and one eleventh of $\Phi$. There the classical yield is still 9 per cent below the law, and the parabolic rounding of the top by itself would add about 3 per cent. The complete image barrier, with $T=0.835$ even at $w=0.010$ hartree, lowers the yield further. At nonzero temperature the thermal width of the Fermi edge must also be small compared with $\Delta$.

The square also depends on how the excited distribution ends. If $P$ vanished at its upper edge as $(\Delta-s)^n$, with $n>0$, the energy integral would be

$$
\int_0^\Delta s(\Delta-s)^n\,ds=\frac{\Delta^{n+2}}{(n+1)(n+2)},
$$

and the power would be $n+2$. A metal with a nonzero density of states on both sides of the transition has $n=0$. If, instead, interface roughness gave every electron above $V$ the same escape chance whatever its direction, the integrand would lose its factor $s$ and the yield near threshold would be linear in $\Delta$. Real band structure, scattering inside the oxide and optical interference are also outside this model. The numerical output below lists the values behind these comparisons.

## Computed results

```
Fermi energy: 0.400 hartree
barrier without image lowering: 0.120 hartree
oxide mass / metal mass: 0.50
optical permittivity: 2.10
oxide field: 2.00e-04 a.u. = 1.028 MV/cm
mean free path: 100 bohr
gate thickness: 200 bohr
light absorption length: 250 bohr
distance of barrier top: 24.40 bohr
image lowering: 0.00976 hartree
threshold: 0.11024 hartree = 3.000 eV
barrier top above band bottom V: 0.51024 hartree
arrival probability A0: 0.3801
edge density P0: 10.344 per hartree
square-law prefactor: 0.4817 per hartree^2
escape fraction at excess 0.001 hartree, counted: 2.4450e-04
escape fraction, near-threshold formula: 2.4498e-04
excess 0.002 hartree: full yield 1.889e-06, law 1.927e-06, full/law 0.980
excess 0.005 hartree: full yield 1.147e-05, law 1.204e-05, full/law 0.953
excess 0.010 hartree: full yield 4.379e-05, law 4.817e-05, full/law 0.909
excess 0.020 hartree: full yield 1.604e-04, law 1.927e-04, full/law 0.832
power of full yield, excess 0.0001 to 0.0002: 1.9986
yield ratio, oxide mass 1 to 0.5: 2.0000
fit range of excess: 0.005 to 0.020 hartree
threshold error, sqrt(Y) line: -0.618 mhartree
threshold error, sqrt(omega Y) line: -0.055 mhartree
barrier-top frequency Omega: 0.00573 hartree
tunnelling width w0: 0.911 mhartree
parabolic-top yield / square law at 0.010 hartree: 1.0273
image-barrier transmission at w = 0.000 hartree: 0.2189
image-barrier transmission at w = 0.005 hartree: 0.8071
image-barrier transmission at w = 0.010 hartree: 0.8346
image-barrier transmission at w = 0.020 hartree: 0.8692
abrupt-step transmission at w = 0.005 hartree: 0.4293
abrupt-step transmission at w = 0.010 hartree: 0.5482
abrupt-step transmission at w = 0.020 hartree: 0.6762
power, image barrier, excess 0.01 to 0.02 hartree: 2.127
power, abrupt step, same range: 2.372
power, abrupt step, threshold limit: 2.4999
```
